# Electron localization function from the curvature of the same-spin pair probability, part 2

The electron localization function (ELF) asks how much density of other electrons with the same spin is found close to an electron at \(\mathbf r\). The state is one Slater determinant whose orbitals each have a definite spin. Hartree atomic units are used, and a quantity without a spin label belongs to one spin, with orthonormal, possibly complex, occupied orbitals \(\psi_i\). The density is \(\rho\), and

\[
\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r'),\qquad
\tau=\sum_i|\nabla\psi_i|^2,\qquad
\mathbf j=\mathrm{Im}\sum_i\psi_i^*\nabla\psi_i .
\]

Given one electron at \(\mathbf r\), the density of the others of its spin at \(\mathbf r'\) is

\[
P(\mathbf r'|\mathbf r)=\rho(\mathbf r')-\frac{|\gamma(\mathbf r,\mathbf r')|^2}{\rho(\mathbf r)} .
\]

The subtracted term is the exchange hole. Averaged over the directions of \(\mathbf s=\mathbf r'-\mathbf r\) at fixed length \(s\),

\[
\langle P\rangle_s=\frac D3s^2+O(s^4),\qquad
D=\tau-\frac{|\nabla\rho|^2}{4\rho}-\frac{|\mathbf j|^2}{\rho}.
\]

Equivalently,

\[
\rho D=\sum_{i<l}|\psi_i\nabla\psi_l-\psi_l\nabla\psi_i|^2\ge0 ,
\]

so \(D=0\) for one occupied orbital, wherever \(\rho>0\).

To judge whether \(D\) is small, it is compared with its value \(D_0\) in jellium, the uniform electron gas, at the same spin density. There the orbitals are plane waves of wave vector \(\mathbf k\) filling a sphere of radius \(k_F=(6\pi^2\rho)^{1/3}\). Both subtractions in \(D\) are zero, and \(\tau=\frac35k_F^2\rho\) gives

\[
D_0=c_F\rho^{5/3},\qquad c_F=\frac35(6\pi^2)^{2/3}=9.1156 .
\]

The "three-electron well" in the numerical output is an earlier check of the formula for \(D\): three same-spin electrons in harmonic-oscillator orbitals, one of which carries a current, examined at an off-centre point.

**Q.** You found that from \(\tau\). Does the exchange hole itself give the same answer?

**A.** Yes. In jellium \(\gamma/\rho\) is the average of a plane wave over the Fermi sphere. The linear term averages to zero, and \(\langle k^2\rangle=3k_F^2/5\), so

\[
\frac{\gamma}{\rho}=1-\frac{\langle k^2\rangle s^2}{6}+O(s^4)
=1-\frac{k_F^2s^2}{10}+O(s^4).
\]

Therefore

\[
P=\rho\left(1-\frac{|\gamma|^2}{\rho^2}\right)
=\frac{\rho k_F^2}{5}s^2+O(s^4)=\frac{D_0}{3}s^2+O(s^4).
\]

For \(\rho=0.01\ \text{bohr}^{-3}\), \(k_F=0.83975\ \text{bohr}^{-1}\), and \(D_0=0.6\times0.83975^2\times0.01=4.2311\times10^{-3}\ \text{bohr}^{-5}\). Numerical integration over the Fermi sphere, followed by extraction of the \(s^2\) coefficient, gives the same value to these digits.

**Q.** Now define the localization function, and tell me which part of it is derived.

**A.** The definition is

\[
\chi=\frac{D}{D_0},\qquad \mathrm{ELF}=\frac1{1+\chi^2}.
\]

The curvature \(D\) is derived from the pair probability. The choice of jellium as reference and the map from \(\chi\) to ELF are conventions. The map turns the range \(0\le\chi<\infty\) into values between 0 and 1, with large values where same-spin electrons are kept away. The function \(1/(1+\chi)\) would have the same end points and the same value at \(\chi=1\).

With the stated definition, jellium has \(D=D_0\) and \(\chi=1\), so

\[
\mathrm{ELF}_{\text{jellium}}=\frac1{1+1}=\frac12
\]

at every density. A channel with one occupied orbital has \(D=0\), so

\[
\mathrm{ELF}_{\text{one orbital}}=\frac1{1+0}=1
\]

wherever \(\rho>0\). At a node of that orbital the ratio is undefined, though its limiting value from nearby points is one.

**Q.** So the number \(1/2\) is put in by hand.

**A.** The number is set by the convention. The physical result behind it is that the pair curvature of jellium equals \(c_F\rho^{5/3}\), which was obtained from the hole. The converse does not hold: \(\mathrm{ELF}=1/2\) at a point means \(D=D_0\) there, not that the surrounding density is uniform.

**Q.** If I set the whole gas in motion, \(\tau\) increases. Does its localization change?

**A.** It must not, since a common phase factor \(e^{i\mathbf q\cdot\mathbf r}\) on all orbitals leaves \(|\gamma|^2\) unchanged. The local formula respects this. Under that factor,

\[
\tau\to\tau+2\mathbf q\cdot\mathbf j+q^2\rho,\qquad
\mathbf j\to\mathbf j+\mathbf q\rho ,
\]

\[
\frac{|\mathbf j|^2}{\rho}\to\frac{|\mathbf j|^2}{\rho}+2\mathbf q\cdot\mathbf j+q^2\rho .
\]

The additions cancel in \(D\). A periodic box with 4169 plane waves, boosted by \(q=0.7854\ \text{bohr}^{-1}\), gives \(\mathrm{ELF}=0.4999\). Without the current term the value would be \(0.332\). A single complex oscillator orbital shows the same need: at the point examined, ELF is 1 with the current term and \(0.106\) without it.

**Q.** You found ELF equal to one for a spin channel with one occupied orbital. I would like to speak of one-orbital *regions* as well. In an atom, several orbitals overlap everywhere to some degree. How does your result apply?

**A.** It holds without approximation if a single orbital is nonzero throughout the region. Otherwise a condition is needed. For two orbitals, let \(\varepsilon=\psi_2/\psi_1\) where \(\psi_1\ne0\). Then \(\nabla\psi_2=\varepsilon\nabla\psi_1+\psi_1\nabla\varepsilon\), and

\[
\psi_1\nabla\psi_2-\psi_2\nabla\psi_1=\psi_1^2\nabla\varepsilon .
\]

Hence \(\rho D=|\psi_1|^4|\nabla\varepsilon|^2\). Since \(|\psi_1|^2=\rho/(1+|\varepsilon|^2)\),

\[
\chi=\frac{|\nabla\varepsilon|^2}{c_F\,\rho^{2/3}(1+|\varepsilon|^2)^2}.
\]

A small \(\varepsilon\) says that \(\psi_1\) dominates the density. ELF near one requires more: \(|\nabla\varepsilon|^2\) must be small compared with \(c_F\rho^{2/3}\).

**Q.** Surely the minor orbital becomes irrelevant if its share of the density tends to zero.

**A.** Not necessarily, because \(\rho^{2/3}\) may tend to zero faster. Take two normalized orbitals, \(\psi_1\propto e^{-\kappa_1r}\) and \(\psi_2\propto z\,e^{-\kappa_2r}\), with \(\kappa_2>\kappa_1\). They are orthogonal by parity. On the positive \(z\) axis, with \(\Delta=\kappa_2-\kappa_1\) and a constant \(c\),

\[
\varepsilon=c\,z\,e^{-\Delta z},\qquad
|\nabla\varepsilon|^2=c^2(1-\Delta z)^2e^{-2\Delta z}.
\]

The transverse derivatives vanish on the axis by symmetry. Far out, \(\rho\propto e^{-2\kappa_1z}\) and \(\rho^{-2/3}\propto e^{4\kappa_1z/3}\), so

\[
\chi\propto(1-\Delta z)^2
\exp\left[-\left(2\kappa_2-\tfrac{10}{3}\kappa_1\right)z\right].
\]

The first orbital dominates the far density in every case. Yet ELF tends to one if \(\kappa_2>5\kappa_1/3\), and to zero if \(\kappa_1<\kappa_2<5\kappa_1/3\). At equality the exponential is constant, the factor \((1-\Delta z)^2\) grows, and ELF again tends to zero.

**Q.** Show me two cases with the same degree of dominance.

**A.** Set \(\kappa_1=1\ \text{bohr}^{-1}\). With \(\kappa_2=2\ \text{bohr}^{-1}\) and \(z=10\) bohr, the p orbital supplies a fraction \(6.6\times10^{-6}\) of the density, \(\chi=0.776\), and \(\mathrm{ELF}=0.624\). At 20 bohr, \(\chi=0.0044\) and ELF is close to one. With \(\kappa_2=1.5\ \text{bohr}^{-1}\) and \(z=20\) bohr, the p fraction is \(6.3\times10^{-6}\), nearly the same as in the first case. Now \(\chi=1.1\times10^5\), and ELF is practically zero.

After the algebraic factor is removed, the exponential rates of \(\chi\) found from the pair probabilities are \(-0.6667\) and \(+0.3333\ \text{bohr}^{-1}\). The formula predicts \(-4+10/3=-2/3\) and \(-3+10/3=1/3\). This is a statement about the model, not a prediction for the tail of a particular atom.

**Q.** Then show an atom in which both kinds of channel occur.

**A.** Lithium is suitable. Its \(\alpha\) channel contains 1s and 2s, and its \(\beta\) channel contains one orbital. An unrestricted Hartree-Fock calculation in the cc-pVTZ basis gives an energy of \(-7.4327\) hartree. It omits electron correlation and uses a finite Gaussian basis, so I do not interpret the distant tail.

For \(\beta\), ELF is 1 to the printed accuracy at all points examined between 0.3 and 4 bohr. For \(\alpha\), the profile is:

| \(r\) (bohr) | \(\chi\) | ELF |
|---|---|---|
| 0.50 | 0.0073 | 0.9999 |
| 1.00 | 0.927 | 0.538 |
| 1.47 | 8.61 | 0.013 |
| 2.50 | 0.152 | 0.978 |
| 4.00 | 0.0002 | 1.000 |

The third row is the minimum found between 0.3 and 4 bohr. It lies at \(1.473\) bohr, or \(0.780\) Å, and separates the core from the valence region: about \(1.01\) \(\alpha\) electrons lie inside it. The digits quoted here and below belong to the cc-pVTZ basis. Near the basis-set limit (a large even-tempered set of s functions, energy \(-7.43275\) hartree) the minimum moves to \(1.471\) bohr (\(0.779\) Å) and keeps \(\chi=8.61\) and \(\mathrm{ELF}=0.013\). There \(D\) and \(D_0\) each rise by about 0.5%, and the orbital ratio, its slope and the 2s share given below change by less than 1%. The value of \(\chi\) becomes \(0.925\) at 1.00 bohr, \(0.146\) at 2.50 bohr (ELF \(0.979\)) and \(0.0005\) at 4.00 bohr. Between the second and third rows ELF passes through \(1/2\) in a strongly varying density, so that value does not identify a uniform gas.

**Q.** Work out the minimum from its ingredients.

**A.** There \(D=1.3186\times10^{-2}\) and \(D_0=1.5320\times10^{-3}\ \text{bohr}^{-5}\). Therefore

\[
\chi=\frac{1.3186\times10^{-2}}{1.5320\times10^{-3}}=8.607,\qquad
\mathrm{ELF}=\frac1{1+8.607^2}=0.0133 .
\]

The two-orbital formula gives the same ratio. Let \(\varepsilon\) now be the 1s orbital divided by the 2s orbital. Its value is \(1.0267\) and its radial slope is \(-3.1993\ \text{bohr}^{-1}\). With \(\rho=5.4361\times10^{-3}\ \text{bohr}^{-3}\), \(c_F\rho^{2/3}=D_0/\rho=0.2818\ \text{bohr}^{-2}\), and

\[
\chi=\frac{3.1993^2}{0.2818\,(1+1.0267^2)^2}=8.61 .
\]

**Q.** Why does the minimum fall where the two orbitals are almost equal?

**A.** For positive \(\varepsilon\), write \(\varepsilon=e^u\). Then

\[
\frac{|\nabla\varepsilon|^2}{(1+\varepsilon^2)^2}
=\frac{|\nabla u|^2}{(e^u+e^{-u})^2}
=\frac{|\nabla u|^2}{4\cosh^2u}.
\]

At fixed \(|\nabla u|\) this is largest at \(u=0\), where the orbitals are equal. In the atom \(|\nabla u|\) and \(\rho\) also vary. Near the minimum, \(|\nabla u|^2\) falls with increasing \(r\), while the factor \(\rho^{-2/3}\) in \(\chi\) rises, and the two changes nearly cancel. The minimum therefore lies close to the point of equality, but not exactly on it. The 2s share of the \(\alpha\) density at the minimum is \(0.487\).

The minimum of ELF is not a maximum of \(D\). The maximum of \(D\) lies near 1.03 bohr. Between 1.00 and 1.47 bohr, the net change of \(D\) is a fall from \(0.0250\) to \(0.0132\ \text{bohr}^{-5}\), a factor of \(1.9\), while \(D_0\) falls by a factor of \(17.6\). The reference therefore matters to the picture.

**Q.** You used 1s and 2s orbitals. A different mixture of them describes the same determinant. Does the minimum move?

**A.** No. A unitary mixture leaves \(\gamma\) unchanged, hence also \(P\), \(D\) and ELF. The ratio \(\varepsilon\) and the 2s share do depend on the chosen orbitals; they explain the profile in one representation. A numerical test with rotated orbitals left \(D\) unchanged at the minimum.

**Q.** One last doubt. How close must the second electron be for \(D\) to describe its probability?

**A.** At the lithium minimum and \(s=0.1\) bohr, the directly averaged \(\langle P\rangle_s\) is \(4.447\times10^{-5}\ \text{bohr}^{-3}\), while \(Ds^2/3\) is \(4.395\times10^{-5}\ \text{bohr}^{-3}\). The direct value is 1.2% above the quadratic estimate. At \(s=0.3\) bohr it is 10.9% above. The relative difference grows by a factor of about nine when \(s\) is tripled, as expected when the next term is of order \(s^4\). ELF thus reports the beginning of the same-spin hole at each point, not its full extent. The remaining values are in the numerical output below.

## Numbers as computed

```
Three-electron well, D from determinant: 0.349085 bohr^-5
Three-electron well, D from formula: 0.349085 bohr^-5
Three-electron well, current term: 0.022310 bohr^-5
One complex orbital, ELF: 1.000000
One complex orbital, ELF without current: 0.106008
Constant c_F: 9.115600
Jellium spin density: 0.0100 bohr^-3
Jellium Fermi wave number: 0.839751 bohr^-1
Jellium D from pair probability: 4.231086e-03 bohr^-5
Jellium D0: 4.231087e-03 bohr^-5
Jellium ELF: 0.500000
Plane waves N=515: D/D0 1.00128, ELF 0.49936
Plane waves N=4169: D/D0 1.00025, ELF 0.49987
Plane waves N=33401: D/D0 0.99999, ELF 0.50000
Boost wave number: 0.785398 bohr^-1
Boosted plane waves N=4169, ELF: 0.49987
Boosted, ELF without current: 0.33207
Tail model, kappa1: 1.0 bohr^-1
kappa2 2.0 bohr^-1, z 5 bohr: p share 3.50e-02, chi 3.908e+00, ELF 0.06145
kappa2 2.0 bohr^-1, z 10 bohr: p share 6.60e-06, chi 7.762e-01, ELF 0.62402
kappa2 2.0 bohr^-1, z 20 bohr: p share 5.44e-14, chi 4.403e-03, ELF 0.99998
kappa2 2.0 bohr^-1: exponential rate of chi -0.6667 bohr^-1
kappa2 1.5 bohr^-1, z 5 bohr: p share 5.61e-01, chi 2.366e+00, ELF 0.15154
kappa2 1.5 bohr^-1, z 10 bohr: p share 3.33e-02, chi 7.322e+02, ELF 0.00000
kappa2 1.5 bohr^-1, z 20 bohr: p share 6.26e-06, chi 1.137e+05, ELF 0.00000
kappa2 1.5 bohr^-1: exponential rate of chi 0.3333 bohr^-1
Li UHF/cc-pVTZ energy: -7.432702 hartree
Li alpha: r/bohr; rho/bohr^-3; tau, D, D0/bohr^-5; chi; ELF
0.5000  4.0975e-01  3.0169e+00  1.5105e-02  2.0605e+00  0.0073  0.9999
1.0000  3.0385e-02  2.0464e-01  2.5000e-02  2.6970e-02  0.9270  0.5378
1.4731  5.4361e-03  1.8263e-02  1.3186e-02  1.5320e-03  8.6069  0.0133
2.5000  3.1372e-03  2.3055e-04  9.2857e-05  6.1286e-04  0.1515  0.9776
4.0000  1.1579e-03  2.0086e-04  2.5432e-08  1.1638e-04  0.0002  1.0000
Li alpha ELF minimum at: 1.4731 bohr = 0.7795 angstrom
At minimum, 2s share of alpha density: 0.4868
At minimum, 1s/2s orbital ratio: 1.02674
At minimum, slope of that ratio: -3.19929 bohr^-1
At minimum, chi from orbital ratio: 8.60688
At minimum, s 0.1 bohr: <P> 4.4468e-05, D s^2/3 4.3953e-05 bohr^-3
At minimum, s 0.3 bohr: <P> 4.3855e-04, D s^2/3 3.9558e-04 bohr^-3
Li beta, smallest ELF for 0.3 to 4 bohr: 1.000000
```
